# Linewidth Variance from Edge Variance and Edge Correlation, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Edges and width at one position along the line

If the two edges of a line are displaced along the same axis with equal variance $s^2$ and correlation coefficient $c$, the variance of the linewidth $w$ is

$$
\sigma_w^2 = 2 s^2 (1 - c) . \tag{1}
$$

The factor 2 is there because two edges contribute. The factor $1 - c$ is there because a displacement shared by both edges moves the line without changing its width. The result does not require Gaussian edges, and it does not require independent ones. It does assume that the edges are equally rough, that both displacements are counted in the same direction, and that $s^2$ and $c$ are taken over the same set of data.

### The line and its averages

Let the line run along $y$, with its width measured along $x$. At each $y$ there is one left edge and one right edge, at

$$
x_L(y) = -\frac{w_0}{2} + u_L(y) , \qquad x_R(y) = \frac{w_0}{2} + u_R(y) . \tag{2}
$$

Here $w_0$ is the mean width, and $u_L$ and $u_R$ are the displacements of the edges from their mean positions. A positive displacement means a shift towards larger $x$ for either edge. This form excludes an edge that folds back on itself, since such an edge would have several positions at one $y$. It also assumes that the edges do not cross, so that $x_R - x_L$ is a positive width.

Angle brackets denote an average over an ensemble of lines made in nominally the same way, all examined at the same $y$. The displacements have zero mean because their means have been absorbed into the fixed positions in (2):

$$
\langle u_L \rangle = \langle u_R \rangle = 0 . \tag{3}
$$

Their second moments are assumed finite and are written as

$$
\langle u_L^2 \rangle = s_L^2 , \qquad \langle u_R^2 \rangle = s_R^2 , \qquad \langle u_L u_R \rangle = c \, s_L s_R , \tag{4}
$$

with $s_L$ and $s_R$ positive. The last relation defines the correlation coefficient $c$. It compares the two edges at the same $y$. How an edge at one $y$ is related to itself at another $y$ is a separate matter, and does not enter until a finite piece of line is measured.

### Derivation

The width is the difference of the two positions in (2):

$$
w = x_R - x_L = \frac{w_0}{2} + u_R + \frac{w_0}{2} - u_L = w_0 + u_R - u_L . \tag{5}
$$

By (3) its mean is $w_0$, so its deviation from the mean is

$$
w - \langle w \rangle = u_R - u_L . \tag{6}
$$

The minus sign is the source of the minus sign in (1). Squaring (6) gives

$$
(w - \langle w \rangle)^2 = u_R^2 + u_L^2 - 2 u_L u_R . \tag{7}
$$

An average of a sum is the sum of the averages, whatever the joint distribution. With the moments in (4), the average of (7) is therefore

$$
\sigma_w^2 = s_L^2 + s_R^2 - 2 c \, s_L s_R . \tag{8}
$$

For equally rough edges $s_L = s_R = s$, and (8) becomes

$$
\sigma_w^2 = s^2 + s^2 - 2 c s^2 = 2 s^2 (1 - c) , \tag{9}
$$

which is (1).

As a worked case, take the round model values $s = 5$ Å and $c = 0.4$. Then

$$
\sigma_w^2 = 2 \times 25 \times 0.6 = 30 \ \text{Å}^2 , \qquad \sigma_w = \sqrt{30} = 5.48 \ \text{Å} , \tag{10}
$$

or 10.35 bohr. Each edge has a standard deviation of 5 Å, so at this correlation the width is slightly rougher than an edge. Uncorrelated edges would give $\sqrt{2} \times 5 = 7.07$ Å.

### Zero correlation is weaker than independence

Only the second moments of the displacements entered (8). When $c = 0$ the two edge variances add, and this remains true if the edges depend on each other in a way that the correlation coefficient does not register.

A definite example shows the difference. Measure the displacements in units of their largest value, so that $u_L$ and $u_R$ lie between $-1$ and $1$, and let their joint probability density be

$$
p(u_L, u_R) = \frac{1 + k P_2(u_L) P_2(u_R)}{4} , \qquad P_2(u) = \frac{3u^2 - 1}{2} , \tag{11}
$$

with $k = 0.8$. On this interval $P_2$ lies between $-1/2$ and $1$, so the product in (11) is never below $-1/2$. The density is then never below $(1 - 0.4)/4$, and is positive as it must be. The integral of $P_2$ over the interval vanishes. Integrating (11) over one displacement therefore leaves the constant density $1/2$ for the other, and each edge has the variance

$$
s^2 = \frac{1}{2} \int_{-1}^{1} u^2 \, du = \frac{1}{3} . \tag{12}
$$

The covariance vanishes, because both $u$ and $u P_2(u)$ are odd and integrate to zero. The squares of the displacements are nevertheless correlated. The constant term of (11) gives the product $s^2 s^2$, which is subtracted in forming the covariance, and the second term leaves

$$
\langle u_L^2 u_R^2 \rangle - s^4 = k \left[ \frac{1}{2} \int_{-1}^{1} u^2 P_2(u) \, du \right]^2 . \tag{13}
$$

The integral in the bracket is

$$
\int_{-1}^{1} \frac{3u^4 - u^2}{2} \, du = \frac{1}{2} \left( \frac{6}{5} - \frac{2}{3} \right) = \frac{4}{15} , \tag{14}
$$

so (13) equals $0.8 \times (2/15)^2 = 0.0142$. For independent edges it would be zero. These edges are thus dependent, and far from Gaussian. Numerical integration over the density of the width itself gives a width variance of 2.00000 edge variances, as (1) requires at $c = 0$.

### The width and the centre line

The meaning of $c$ becomes clearer when the motion of the two edges is divided into a change of width and a shift of the whole line. The centre of the line is at

$$
x_0 = \frac{x_L + x_R}{2} = \frac{u_L + u_R}{2} , \tag{15}
$$

since the terms $\pm w_0/2$ cancel. For equally rough edges its variance is

$$
\sigma_0^2 = \frac{\langle u_L^2 \rangle + \langle u_R^2 \rangle + 2 \langle u_L u_R \rangle}{4} = \frac{2 s^2 + 2 c s^2}{4} = \frac{s^2 (1 + c)}{2} . \tag{16}
$$

Positive correlation moves roughness from the width to the centre line, and negative correlation does the opposite. Dividing (9) by 4 and adding (16) makes this precise:

$$
\frac{\sigma_w^2}{4} + \sigma_0^2 = \frac{s^2 (1 - c)}{2} + \frac{s^2 (1 + c)}{2} = s^2 . \tag{17}
$$

The division by 4 has a simple origin. A change of width by $d$ about a fixed centre moves each edge by $d/2$, and so contributes $d^2/4$ to its squared displacement. The two kinds of motion are also uncorrelated when the edges are equally rough:

$$
\langle (u_R - u_L) \, x_0 \rangle = \frac{\langle (u_R - u_L)(u_R + u_L) \rangle}{2} = \frac{s_R^2 - s_L^2}{2} = 0 . \tag{18}
$$

In the worked case (16) gives $\sigma_0^2 = 25 \times 1.4 / 2 = 17.5$ Å$^2$, or $\sigma_0 = 4.18$ Å. The sum (17) is $7.5 + 17.5 = 25$ Å$^2$, the variance of one edge.

### Limits of the correlation coefficient

Neither variance can be negative. Equation (9) therefore requires $c \le 1$, and (16) requires $c \ge -1$. The two ends of this range are easily pictured.

At $c = 1$ the width variance is zero. The edges move together, and the line wanders at constant width along $x$. The distance straight across the line is smaller where the edges slant. At $c = -1$ the variance of the centre is zero instead. The edges move oppositely about a straight centre line, $u_R = -u_L$, and the width deviation is $2 u_R$. Its standard deviation is $2s$, the largest that two equally rough edges can produce.

The width and a single edge are equally rough when $2(1 - c) = 1$, that is, when $c = 1/2$. The width is smoother than an edge for $c$ above this value, and rougher for $c$ below it. For $s = 5$ Å the standard deviations are as follows.

| $c$ | width (Å) | centre (Å) |
|---:|---:|---:|
| −1.0 | 10.00 | 0.00 |
| 0.0 | 7.07 | 3.54 |
| 0.5 | 5.00 | 4.33 |
| 0.8 | 3.16 | 4.74 |
| 1.0 | 0.00 | 5.00 |

Equation (1) can also be read backwards. If $s$ and $\sigma_w$ are both measured, the correlation coefficient follows as

$$
c = 1 - \frac{\sigma_w^2}{2 s^2} . \tag{19}
$$

A small width variance is thus no evidence of smooth edges. It may come from small $s$, or from $c$ close to 1.

### Displacements counted outward

Edge displacements may instead be counted as positive when the edge moves away from the interior of the line. The right-hand displacement keeps its sign, and the left-hand one changes it:

$$
v_R = u_R , \qquad v_L = - u_L . \tag{20}
$$

The variances are unchanged, but the correlation coefficient becomes

$$
c_{\text{out}} = \frac{\langle v_L v_R \rangle}{s^2} = - \frac{\langle u_L u_R \rangle}{s^2} = - c . \tag{21}
$$

With $c = -c_{\text{out}}$ inserted, (1) reads

$$
\sigma_w^2 = 2 s^2 (1 + c_{\text{out}}) . \tag{22}
$$

The physics is the same. Two edges that both move outward widen the line, so a positive outward correlation increases the width variance. The sign in front of the correlation coefficient has no meaning until the direction of positive displacement has been fixed.

### Edges of unequal roughness

If the two edges differ, (8) is the correct formula. One might still wish to use (1) with the mean of the two edge variances,

$$
q = \frac{s_L^2 + s_R^2}{2} . \tag{23}
$$

To find the resulting error, subtract $2q(1 - c)$ from (8). Since $2q = s_L^2 + s_R^2$,

$$
\begin{aligned}
\sigma_w^2 - 2q(1 - c) &= 2q - 2c \, s_L s_R - 2q + 2qc \\
&= c \left( s_L^2 + s_R^2 - 2 s_L s_R \right) \\
&= c \, (s_L - s_R)^2 .
\end{aligned} \tag{24}
$$

The estimate is too small for positively correlated edges, too large for negatively correlated ones, and correct for uncorrelated ones. The error is of second order in the difference $s_L - s_R$, so a slight inequality does little harm as long as $1 - c$ is not itself small. When $1 - c$ is much smaller than $(s_L - s_R)^2 / 2q$, the width variance is nearly all due to that difference, and (1) cannot be used.

For $s_L = 4$ Å, $s_R = 6$ Å and $c = 0.4$, the mean edge variance is $q = (16 + 36)/2 = 26$ Å$^2$. The estimate is $2 \times 26 \times 0.6 = 31.2$ Å$^2$, the missing term is $0.4 \times 2^2 = 1.6$ Å$^2$, and the true variance is 32.8 Å$^2$. The estimate is 5% below the true value.

### Noise in the measured edges

A measurement adds its own error to each edge position. Suppose these errors have zero mean and variance $n^2$, and are independent of each other and of the true displacements. The measured edge variance is then $s_m^2 = s^2 + n^2$. The covariance remains $c s^2$, since every product containing an error averages to zero. The measured correlation coefficient is therefore

$$
c_m = \frac{c s^2}{s^2 + n^2} , \tag{25}
$$

which is smaller in magnitude than $c$ when $c \neq 0$. Inserting the measured quantities in the right-hand side of (1) gives

$$
2 s_m^2 (1 - c_m) = 2 (s^2 + n^2) - 2 c s^2 = 2 s^2 (1 - c) + 2 n^2 . \tag{26}
$$

This is the variance of the measured width: the true variance plus one error variance from each edge. Equation (1) thus holds among the measured quantities, and it holds among the true ones. If a noisy edge variance is combined with the noise-free correlation coefficient, the result differs from the measured width variance by $-2 c n^2$, which vanishes only for uncorrelated edges. Agreement among measured values consequently does not show that the noise has been removed.

## Part II. Finite windows and a confined electron

The edges are displaced by $u_L(y)$ and $u_R(y)$ along the same axis, with zero mean, equal variance $s^2$ and correlation coefficient $c$ at equal $y$. The width is $w = w_0 + u_R - u_L$, and its variance is $\sigma_w^2 = 2 s^2 (1 - c)$, equation (1). These are ensemble values. The model values are again $s = 5$ Å and $c = 0.4$, for which $\sigma_w^2 = 30$ Å$^2$, and the mean width is now set to $w_0 = 100$ Å.

### What a finite window removes

Suppose that roughness is evaluated on a piece of line of length $L$, with positions referred to their mean over that piece. Slow variations are then partly counted as a change of the mean, and are lost from the measured roughness.

Let $f(y)$ stand for any fluctuating quantity of zero mean, such as an edge displacement. It is assumed stationary, which means that its variance $V$ is the same at all $y$ and that its correlation depends on the separation alone:

$$
\langle f(y) f(y') \rangle = V \rho(|y - y'|) , \qquad \rho(0) = 1 . \tag{27}
$$

The mean of $f$ over the window is

$$
\bar f = \frac{1}{L} \int_0^L f(y) \, dy . \tag{28}
$$

The variance found within the window is the mean square deviation from $\bar f$. Expanding the square and using (28) in the cross term gives

$$
\frac{1}{L} \int_0^L (f - \bar f)^2 dy = \frac{1}{L} \int_0^L f^2 dy - 2 \bar f^2 + \bar f^2 = \frac{1}{L} \int_0^L f^2 dy - \bar f^2 . \tag{29}
$$

The ensemble average of the first term on the right is $V$. That of the second follows from (27) and (28):

$$
\langle \bar f^2 \rangle = \frac{V}{L^2} \int_0^L \! \int_0^L \rho(|y - y'|) \, dy \, dy' . \tag{30}
$$

The integrand depends on $t = |y - y'|$ alone. For a given positive difference $y - y' = t$, the point $y'$ can lie anywhere from 0 to $L - t$, a range of length $L - t$. The opposite sign of the difference contributes equally. Hence

$$
\langle \bar f^2 \rangle = g V , \qquad g = \frac{2}{L^2} \int_0^L (L - t) \rho(t) \, dt , \tag{31}
$$

and the average of (29) is $(1 - g) V$. The variance is thereby divided into a fraction $g$ carried by the window mean and a fraction $1 - g$ seen inside the window.

The width variance now follows from the edge variance and the edge correlation, and a finite window divides the variance of any stationary fluctuation into a fraction $g$ carried by the window mean and a fraction $1 - g$ seen inside. It remains to evaluate $g$ for exponential correlation, apply it to two correlated edges, and find how the width variance affects the lowest level of a confined electron.
